# Bessel sidebands of a hydrogen shell in an oscillating field: verification in Python

```python
"""Hydrogen shell n in an oscillating field: energy F*z*cos(omega*t + phase).
Result under test: a parabolic state with k = n1 - n2 has sidebands at
E_n + s*omega with amplitudes J_s(x), x = 3*n*k*F/(2*omega), up to phases.
Atomic units are used in the algebra; eV and angstrom are used for output.
The many-shell calculation uses a finite Laguerre basis and no spin.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.special import eval_genlaguerre, gammaln, jv, roots_laguerre

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
NODES, WEIGHTS = roots_laguerre(40)


def build_atom(n, m, lmax, nrad):
    """Hamiltonian and z in spherical Laguerre functions of scale 1/n."""
    scale = 2.0 / n
    radial = {}
    nl = lmax - m + 1
    h0 = np.zeros((nl * nrad, nl * nrad))
    z = np.zeros_like(h0)
    for block, l in enumerate(range(m, lmax + 1)):
        values, slopes = [], []
        a = 2 * l + 2
        for p in range(nrad):
            norm = np.exp(0.5 * (np.log(scale) + gammaln(p + 1)
                                 - gammaln(p + a + 1)))
            lag = eval_genlaguerre(p, a, NODES)
            dlag = (-eval_genlaguerre(p - 1, a + 1, NODES)
                    if p else np.zeros_like(NODES))
            values.append(norm * NODES**(l + 1) * lag)
            slopes.append(norm * scale * NODES**l
                          * ((l + 1 - NODES / 2) * lag + NODES * dlag))
        u, du = np.array(values), np.array(slopes)
        radial[l] = u
        r = NODES / scale
        w = WEIGHTS / scale
        assert np.allclose((u * w) @ u.T, np.eye(nrad), atol=1e-9)
        here = slice(block * nrad, (block + 1) * nrad)
        h0[here, here] = (0.5 * (du * w) @ du.T
                          + (u * (w * (l * (l + 1) / (2 * r**2) - 1 / r)))
                          @ u.T)
        if l > m:
            prev = slice((block - 1) * nrad, block * nrad)
            angle = np.sqrt((l*l - m*m) / ((2*l - 1) * (2*l + 1)))
            coupling = angle * (radial[l - 1] * (w * r)) @ u.T
            z[prev, here] = coupling
            z[here, prev] = coupling.T
    return (h0 + h0.T) / 2, z


def shell_vectors(h0, n):
    energies, vectors = np.linalg.eigh(h0)
    return vectors[:, abs(energies + 0.5 / n**2) < 1e-8]


# Parabolic functions satisfy the Cartesian Schrodinger equation.
X, Y, Z = sp.symbols("X Y Z", real=True)
R = sp.sqrt(X**2 + Y**2 + Z**2)
point = {X: sp.Rational(7, 10), Y: sp.Rational(11, 10), Z: sp.Rational(4, 5)}
for n1, n2, m in [(1, 0, 0), (2, 0, 0), (1, 1, 1), (0, 2, 1)]:
    n = n1 + n2 + m + 1
    psi = ((X + sp.I * Y)**m * sp.exp(-R / n)
           * sp.assoc_laguerre(n1, m, (R + Z) / n)
           * sp.assoc_laguerre(n2, m, (R - Z) / n))
    lap = sum(sp.diff(psi, q, 2) for q in (X, Y, Z))
    residual = -lap / 2 - psi / R + psi / (2 * n**2)
    assert abs(complex(sp.N(residual.subs(point), 30))) < 1e-12

# z from parabolic quadrature, and separately from spherical functions.
for n in range(2, 6):
    for m in range(n):
        size = n - m
        lag = np.array([eval_genlaguerre(p, m, NODES) for p in range(size)])
        moment = [(lag * (WEIGHTS * NODES**(m + q))) @ lag.T
                  for q in range(3)]
        overlap, zpar = np.zeros((size, size)), np.zeros((size, size))
        for i in range(size):
            for j in range(size):
                i2, j2 = size - 1 - i, size - 1 - j
                overlap[i, j] = n**3 / 4 * (
                    moment[1][i, j] * moment[0][i2, j2]
                    + moment[0][i, j] * moment[1][i2, j2])
                zpar[i, j] = n**4 / 8 * (
                    moment[2][i, j] * moment[0][i2, j2]
                    - moment[0][i, j] * moment[2][i2, j2])
        norm = np.sqrt(np.diag(overlap))
        expected = np.array([1.5 * n * (2*p - size + 1) for p in range(size)])
        assert np.allclose(overlap / np.outer(norm, norm), np.eye(size),
                           atol=1e-9)
        assert np.allclose(zpar / np.outer(norm, norm), np.diag(expected),
                           atol=1e-8)
        h_test, z_test = build_atom(n, m, n - 1, n + 1)
        shell = shell_vectors(h_test, n)
        assert shell.shape[1] == size
        assert np.allclose(np.linalg.eigvalsh(shell.T @ z_test @ shell),
                           expected, atol=1e-8)

# Worked example and an independent integration in the spherical shell.
n, k = 3, 2
force_ev = 0.001
photon_ev = 0.002
field = force_ev * BOHR / HARTREE
omega = photon_ev / HARTREE
x = 1.5 * n * k * field / omega
static_ev = 1.5 * n * k * field * HARTREE
energy = -0.5 / n**2
h0, z = build_atom(n, 0, 4, 10)
shell = shell_vectors(h0, n)
assert shell.shape[1] == 3
zshell = shell.T @ z @ shell
zvals, zvecs = np.linalg.eigh(zshell)
start_shell = zvecs[:, -1]
start = shell @ start_shell
phase = 0.7
angles = np.arange(128) * 2 * np.pi / 128
solution = solve_ivp(
    lambda t, c: -1j * field / omega * np.cos(t + phase) * (zshell @ c),
    (0, 2 * np.pi), start_shell.astype(complex), t_eval=angles,
    method="DOP853", rtol=1e-10, atol=1e-12)
signal = start_shell @ solution.y
orders = np.arange(-8, 9)
fourier = np.array([np.mean(signal * np.exp(1j * s * angles))
                    for s in orders])
predicted = np.exp(1j*x*np.sin(phase)) * jv(orders, x) * np.exp(
    -1j * orders * phase)
shell_error = np.max(abs(fourier - predicted))
assert shell_error < 1e-7


def many_shell_period(f, w, steps=1024):
    """Return sideband amplitudes and the one-period evolution matrix."""
    dt = 2 * np.pi / w / steps
    evolution = np.eye(len(h0), dtype=complex)
    record = []
    for j in range(steps):
        record.append(start @ evolution @ start)
        e, v = np.linalg.eigh(h0 + f * np.cos(w * (j + 0.5) * dt) * z)
        evolution = ((v * np.exp(-1j * e * dt)) @ v.T) @ evolution
    times = np.arange(steps) * dt
    record = np.array(record) * np.exp(1j * energy * times)
    amps = np.array([np.mean(record * np.exp(1j * s * w * times))
                     for s in orders])
    return amps, evolution


full_amps, period_map = many_shell_period(field, omega)
half_amps, _ = many_shell_period(field / 2, omega / 2)
full_error = np.max(abs(full_amps - jv(orders, x)))
half_error = np.max(abs(half_amps - jv(orders, x)))
# At fixed x, a second-order phase per period is proportional to the field.
assert full_error < 0.02
assert 1.8 < full_error / half_error < 2.2

# Slow mixing in the oscillating field, with a static field as control.
periods = 3000
state = start.astype(complex)
survival = [1.0]
for _ in range(periods):
    state = period_map @ state
    survival.append(abs(start @ state)**2)
survival = np.array(survival)
es, vs = np.linalg.eigh(h0 + field * z)
weights_static = (vs.T @ start)**2
times = np.arange(periods + 1) * 2 * np.pi / omega
static_survival = abs(np.exp(-1j * np.outer(times, es)) @ weights_static)**2
assert np.min(survival[:11]) > 0.99
assert np.min(survival) < 0.9
assert np.min(static_survival) > 0.999
first_loss = int(np.flatnonzero(survival < 0.99)[0])
levels = np.sort(es[np.argsort(abs(es - energy))[:3]])
quadratic_ev = ((levels[0] + levels[-1]) / 2 - energy) * HARTREE
assert abs(quadratic_ev) < 0.01 * photon_ev

# Exact moments and both frequency limits.
for arg in (0.2, x, 30.0):
    s = np.arange(-100, 101)
    weights = jv(s, arg)**2
    assert abs(weights.sum() - 1) < 1e-11
    assert abs((s**2 * weights).sum() - arg**2 / 2) < 1e-8
small = 0.02
assert abs(jv(0, small)**2 - (1 - small**2 / 2)) < small**4
assert abs(jv(1, small)**2 - small**2 / 4) < small**4
large = 400.5
s = np.arange(-500, 501)
for fraction in (0.25, 0.5, 0.8):
    inside = np.sum(jv(s[abs(s) < fraction * large], large)**2)
    assert abs(inside - 2 / np.pi * np.arcsin(fraction)) < 0.01
for arg in (200.0, 2000.0):
    s = np.arange(0, int(arg) + 100)
    peak = s[np.argmax(jv(s, arg)**2)]
    assert abs(peak - (arg - 1.0188 * (arg / 2)**(1/3))) < 1.0

print("Hydrogen: n =", n, " k =", k, " m = 0")
print(f"force amplitude: {force_ev:.4f} eV/angstrom")
print(f"photon energy: {photon_ev:.4f} eV")
print(f"Bohr radius: {BOHR:.6f} angstrom")
print(f"mean z in parabolic state: {zvals[-1] * BOHR:.5f} angstrom")
print(f"static linear shift: {static_ev:.6f} eV")
print(f"Bessel argument x: {x:.5f} (no unit)")
gap_ev = HARTREE * (0.5 / n**2 - 0.5 / (n + 1)**2)
print(f"gap to next shell: {gap_ev:.5f} eV")
print("s, shift (eV), J_s, weight J_s^2, many-shell |amplitude|^2")
for s in range(-5, 6):
    amp = jv(s, x)
    weight = abs(full_amps[s + 8])**2
    print(f"{s:2d} {s*photon_ev:9.4f} {amp:9.5f} {amp**2:8.5f} {weight:8.5f}")
print(f"one-shell integration, largest error: {shell_error:.1e}")
print(f"many-shell largest amplitude difference: {full_error:.5f}")
print(f"same x, half field and frequency: {half_error:.5f}")
print("photon (eV), x, central weight, weight of s=+1 and -1 together")
frequency_rows = []
for photon in (0.02, 0.002, 0.0002):
    arg = static_ev / photon
    s = np.arange(-100, 101)
    weights = jv(s, arg)**2
    positive = np.arange(0, 101)
    peak = positive[np.argmax(jv(positive, arg)**2)]
    rms = photon * np.sqrt(np.sum(s**2 * weights))
    inside = np.sum(weights[abs(s * photon) < static_ev / 2])
    frequency_rows.append((photon, peak, peak * photon, rms, inside))
    print(f"{photon:.4f} {arg:9.5f} {jv(0,arg)**2:.5f} {2*jv(1,arg)**2:.5f}")
print("photon (eV), strongest s>=0, its shift (eV), rms shift (eV)")
for photon, peak, shift, rms, _ in frequency_rows:
    print(f"{photon:.4f} {peak:3d} {shift:.6f} {rms:.6f}")
print(f"slowest case, weight within half static shift: "
      f"{frequency_rows[-1][-1]:.5f}")
print(f"slow-limit value of that weight: {2/np.pi*np.arcsin(0.5):.5f}")
print(f"static second-order shift: {quadratic_ev:.3e} eV")
print(f"survival after 1 period: {survival[1]:.7f}")
print(f"survival after 10 periods: {survival[10]:.6f}")
print(f"first whole period with survival below 0.99: {first_loss}")
print(f"minimum survival in {periods} periods: {survival.min():.5f}")
print(f"period number of that minimum: {survival.argmin()}")
print(f"static-field minimum survival: {static_survival.min():.7f}")
print("done: every assertion held")
```

Printed output:

```
Hydrogen: n = 3  k = 2  m = 0
force amplitude: 0.0010 eV/angstrom
photon energy: 0.0020 eV
Bohr radius: 0.529177 angstrom
mean z in parabolic state: 4.76259 angstrom
static linear shift: 0.004763 eV
Bessel argument x: 2.38130 (no unit)
gap to next shell: 0.66139 eV
s, shift (eV), J_s, weight J_s^2, many-shell |amplitude|^2
-5   -0.0100  -0.01568  0.00025  0.00026
-4   -0.0080   0.06262  0.00392  0.00393
-3   -0.0060  -0.19469  0.03791  0.03831
-2   -0.0040   0.42793  0.18313  0.18313
-1   -0.0020  -0.52413  0.27471  0.27460
 0    0.0000   0.01227  0.00015  0.00010
 1    0.0020   0.52413  0.27471  0.27357
 2    0.0040   0.42793  0.18313  0.18350
 3    0.0060   0.19469  0.03791  0.03825
 4    0.0080   0.06262  0.00392  0.00403
 5    0.0100   0.01568  0.00025  0.00027
one-shell integration, largest error: 1.8e-11
many-shell largest amplitude difference: 0.00359
same x, half field and frequency: 0.00180
photon (eV), x, central weight, weight of s=+1 and -1 together
0.0200   0.23813 0.97195 0.02795
0.0020   2.38130 0.00015 0.54943
0.0002  23.81297 0.00706 0.04036
photon (eV), strongest s>=0, its shift (eV), rms shift (eV)
0.0200   0 0.000000 0.003368
0.0020   1 0.002000 0.003368
0.0002  21 0.004200 0.003368
slowest case, weight within half static shift: 0.31801
slow-limit value of that weight: 0.33333
static second-order shift: -8.336e-06 eV
survival after 1 period: 0.9999641
survival after 10 periods: 0.999688
first whole period with survival below 0.99: 58
minimum survival in 3000 periods: 0.07851
period number of that minimum: 1567
static-field minimum survival: 0.9999503
done: every assertion held
```
